\section*{How Far a Coherent Lithography Kernel Extends: The Airy Energy Tail}

\section*{Question}

A coherent imaging simulation convolves the mask transmission with an amplitude kernel and squares the modulus of the result. The kernel has no natural edge, so a convolution carried out in real space must cut it off at some radius $R$. (For a periodic mask, multiplying the diffraction orders by the pupil needs no such cutoff.) For a wavelength of 193 nm and a numerical aperture of 1.35, how large must $R$ be if one percent of the kernel's energy is to remain outside? How does this radius scale, and what does the lost one percent do to an image?

\section*{Answer}

\subsection*{The kernel and its energy}

Take first a scalar lens in focus, without aberrations, whose circular pupil transmits all spatial frequencies up to $a=\mathrm{NA}/\lambda$ with equal amplitude. Lengths are measured at the wafer. The kernel is the Fourier transform of the pupil disc. The angular integral gives $2\pi J_0$, so
\begin{equation}
h(r)=\int_{|\mathbf f|\le a}e^{2\pi i\mathbf f\cdot\mathbf r}\,d^2f
=2\pi\int_0^a fJ_0(2\pi fr)\,df .
\end{equation}
Put $x=2\pi fr$ and use $xJ_0=d(xJ_1)/dx$:
\begin{equation}
h(r)=\frac{2\pi}{(2\pi r)^2}\Big[xJ_1(x)\Big]_0^{2\pi ar}
=\frac{a\,J_1(2\pi ar)}{r}.
\end{equation}
This is the Airy amplitude. Here ``energy'' means the integral of $|h|^2$ over the wafer plane. By Parseval's theorem it equals the integral of the squared pupil function, which is the disc area $\pi a^2$.

With $v=2\pi aR$, the fraction of energy outside $R$ is
\begin{equation}
F(v)=\frac{1}{\pi a^2}\int_R^\infty\frac{a^2J_1^2(2\pi ar)}{r^2}\,2\pi r\,dr
=2\int_v^\infty\frac{J_1^2(x)}{x}\,dx .
\label{eq:F}
\end{equation}

\subsection*{The estimate from the tail}

For large argument,
\begin{equation}
J_1(x)=\sqrt{\frac{2}{\pi x}}\left[\sin\!\left(x-\frac{\pi}{4}\right)
+\frac{3}{8x}\cos\!\left(x-\frac{\pi}{4}\right)+O(x^{-2})\right].
\end{equation}
Keep the first term and write $\sin^2(x-\pi/4)=(1-\sin 2x)/2$. Equation~\eqref{eq:F} becomes
\begin{equation}
F(v)\simeq\frac{2}{\pi}\int_v^\infty\frac{1-\sin2x}{x^2}\,dx .
\end{equation}
The constant part is the average over bright and dark rings and integrates to $1/v$. Integration by parts shows that the oscillating part is smaller:
\begin{equation}
\int_v^\infty\frac{\sin2x}{x^2}\,dx=\frac{\cos2v}{2v^2}+O(v^{-3}).
\end{equation}
The $3/(8x)$ term in $J_1$ adds to $J_1^2/x$ an oscillating term of order $x^{-3}$, whose integral is of order $v^{-3}$. The remaining corrections are no larger. Therefore
\begin{equation}
F(v)=\frac{2}{\pi v}\left[1-\frac{\cos2v}{2v}+O(v^{-2})\right].
\label{eq:asym}
\end{equation}
Setting the leading term equal to the allowed fraction $\varepsilon$ and inserting $v=2\pi R\,\mathrm{NA}/\lambda$ gives
\begin{equation}
\varepsilon\simeq\frac{\lambda}{\pi^2\,\mathrm{NA}\,R},
\qquad
R\simeq\frac{\lambda}{\pi^2\,\mathrm{NA}\,\varepsilon}.
\label{eq:R}
\end{equation}
For the numbers in the question, $\lambda/\mathrm{NA}=142.96$ nm and
\begin{equation}
R\simeq\frac{142.96\ \mathrm{nm}}{\pi^2\times0.01}=1448.5\ \mathrm{nm}
\approx1.45\ \mu\mathrm{m}.
\end{equation}
A cutoff at 1.4 $\mu$m would leave 1.04 percent outside.

\subsection*{How good the estimate is}

The integral in Eq.~\eqref{eq:F} also has a closed form. From $J_0'=-J_1$ and $J_1'=J_0-J_1/x$,
\begin{align}
\frac{d}{dx}\left(J_0^2+J_1^2\right)
&=-2J_0J_1+2J_1\left(J_0-\frac{J_1}{x}\right)\nonumber\\
&=-\frac{2J_1^2}{x}.
\label{eq:slope}
\end{align}
Both Bessel functions vanish at infinity, so
\begin{equation}
F(v)=J_0^2(v)+J_1^2(v).
\label{eq:exact}
\end{equation}
This function never rises, and its slope vanishes only at isolated points, so each value of $\varepsilon$ between 0 and 1 belongs to one radius. Solving $F=0.01$ with a numerical root finder gives $v=64.024$, or $R=1456.7$ nm. The estimate, at $v=63.662$, is 0.57 percent below this radius. That agrees with Eq.~\eqref{eq:asym}, whose first correction has relative size at most $1/(2v)$, here 0.79 percent.

The energy outside the estimated radius is 1.0007 percent, much closer to the target than the radius is. The reason is that $F$ descends like a staircase. By Eq.~\eqref{eq:slope} it is flat at each dark ring, where $J_1=0$. The leading form of $J_1$ puts one such ring at $v_0=(20+\tfrac14)\pi=63.62$, almost at the estimate. At a small distance $\delta$ beyond it, $J_1^2\simeq2\delta^2/(\pi v_0)$, and integrating the slope gives
\begin{equation}
F(v_0+\delta)\simeq F(v_0)-\frac{4\delta^3}{3\pi v_0^2}.
\end{equation}
To remove the excess of $7\times10^{-6}$ one needs $\delta^3\simeq0.067$, hence $\delta\simeq0.41$ and $v\simeq64.02$, as the root finder gives. A tiny change in energy thus requires a visible change in radius.

The asymptotic law needs $v\gg1$. In the opposite limit, $J_0^2\simeq1-v^2/2$ and $J_1^2\simeq v^2/4$, so $F\simeq1-v^2/4$. Nearly all the energy is then outside, whereas $2/(\pi v)$ would diverge.

\subsection*{Scaling, and why the tail is so long}

For the uniform scalar pupil at fixed $\varepsilon$, the radius is proportional to $\lambda/\mathrm{NA}$. At fixed wavelength and aperture, and for small $\varepsilon$, it is inversely proportional to $\varepsilon$ to leading order. Reducing the outside energy to 0.1 percent requires 14.49 $\mu$m, from the numerical root of Eq.~\eqref{eq:exact}. The kernel area, and with it the number of samples on a fixed grid, then grows about a hundredfold.

The slow decay comes from the sharp edge of the pupil. To see this, let the pupil have a real amplitude $P(\rho)$, with $\rho=f/a$ and $P$ a smooth function of $\rho^2$ up to the edge. Apart from a constant factor, the kernel is
\begin{equation}
g(x)=\int_0^1\rho P(\rho)J_0(x\rho)\,d\rho .
\end{equation}
Since $\rho J_0(x\rho)=d[\rho J_1(x\rho)/x]/d\rho$, integration by parts gives
\begin{equation}
g(x)=P(1)\frac{J_1(x)}{x}
-\frac1x\int_0^1\rho P'(\rho)J_1(x\rho)\,d\rho .
\end{equation}
The first term falls as $x^{-3/2}$. In the second, $P'(\rho)$ is $\rho$ times a smooth function. A further integration by parts, with $\rho^2J_1(x\rho)=d[\rho^2J_2(x\rho)/x]/d\rho$, shows that it falls as $x^{-5/2}$. The far field therefore depends at leading order on the edge value $P(1)$.

Parseval's theorem for this transform reads $\int_0^\infty g^2x\,dx=\int_0^1P^2\rho\,d\rho$. The right side is $\langle P^2\rangle/2$, where $\langle P^2\rangle=2\int_0^1P^2\rho\,d\rho$ is the average over the pupil area. The outside energy is $P^2(1)\int_v^\infty J_1^2/x\,dx\simeq P^2(1)/(\pi v)$. Dividing,
\begin{equation}
\varepsilon\simeq\frac{2}{\pi v}\,\frac{P^2(1)}{\langle P^2\rangle}.
\label{eq:edge}
\end{equation}
A pupil that is brighter at its edge than on average has a heavier tail. If the amplitude went smoothly to zero at the edge, this term would vanish and the energy would fall faster than $1/R$.

\subsection*{One percent of energy is not one percent of image}

Consider a clear field, a mask with unit transmission everywhere. The full kernel gives amplitude 1. The truncated kernel gives
\begin{equation}
\int_0^R h(r)\,2\pi r\,dr=\int_0^vJ_1(x)\,dx=1-J_0(v).
\end{equation}
Equation~\eqref{eq:exact} implies $|J_0|\le\sqrt F$, so the amplitude error is at most $\sqrt{0.01}=0.1$. At the estimated radius it nearly reaches this bound: the amplitude is 0.900 and the intensity 0.810, instead of 1. The cause is again the nearby dark ring. With $J_1$ close to zero, nearly all of $F$ is carried by $J_0^2$. The error oscillates in sign as $R$ changes, with period $\lambda/\mathrm{NA}$. At the exact one-percent radius the amplitude is 0.908. At 36 nm on either side of the estimate it is within 0.006 of 1, and at 72 nm on either side it is 1.10, while $F$ stays between 0.95 and 1.06 percent.

Dividing the truncated kernel by 0.900 restores the clear-field level. It does not restore the influence of features farther away than $R$, and it raises every other spatial frequency by the same factor 1.11. At $0.25a$, $0.5a$ and $0.75a$ the truncated kernel transmits 1.02, 0.98 and 1.03, and after the division 1.13, 1.09 and 1.14. Near the pupil edge the error exceeds the clear-field bound: before the division the truncated kernel transmits 0.69 at $0.99a$ and 0.50 at $a$, and it passes 0.30 at $1.01a$, where the full kernel passes nothing. For a single very small opening the image amplitude is proportional to $h$ itself. Truncation alone changes nothing within $R$, whereas the division makes the intensity 23 percent too high. The error depends on the pattern. No pattern-independent limit follows from the size of $|h|$ alone, because $|h|$ falls as $r^{-3/2}$ and $\int|h|\,r\,dr$ grows as $R^{1/2}$. Convergence relies on cancellation between rings, which a mask pattern may disturb.

\subsection*{What high aperture does to the number}

The wavelength and aperture are those of a water-immersion ArF scanner. Its rays are steep, and the uniform scalar pupil is then a poor approximation. Take rough typical values: refractive index 1.44 for water and 1.70 for resist, and a mask-to-wafer reduction of 4.

A plane wave carries power through a plane parallel to the wafer in proportion to $n|E|^2\cos\theta$. A point on the mask is taken to emit equal amplitude at all transmitted frequencies. If the lens conserves power, then apart from constants
\begin{equation}
P^2(\rho)=\frac{\cos\theta_{\rm mask}}{\cos\theta_{\rm image}}
=\frac{\sqrt{1-(\mathrm{NA}\,\rho/4)^2}}{\sqrt{1-(\mathrm{NA}\,\rho/n)^2}} .
\end{equation}
In water the edge value is $0.9413/0.3480=2.705$. Numerical integration gives a pupil average of 1.434, so the ratio in Eq.~\eqref{eq:edge} is 1.887. The one-percent radius rises to $1.887\times1448.5\ \mathrm{nm}\approx2.73\ \mu$m. This rise belongs to energy counted as the integral of $|E|^2$, here for the field in water. Absorption in a resist follows $|E|^2$ inside the resist, treated below, where the rise is smaller. Counted as power flux through the wafer plane, the weight is $P^2\cos\theta_{\rm image}=\cos\theta_{\rm mask}$, and the one-percent radius is 1.41 $\mu$m.

Polarization does not change this leading result. Let the light be polarized along $x$ before the last refraction, and let $c$ and $s$ be the cosine and sine of the image-side angle. Refraction tilts the radial field component and leaves the azimuthal one alone. At pupil azimuth $\phi$ the field direction is
\begin{align}
e_x&=\tfrac{1+c}{2}-\tfrac{1-c}{2}\cos2\phi,\nonumber\\
e_y&=-\tfrac{1-c}{2}\sin2\phi,\qquad e_z=-s\cos\phi .
\end{align}
A pupil term varying as $\cos m\phi$ or $\sin m\phi$ produces a radial integral with $J_m$. After averaging $|E|^2$ over azimuth in the wafer plane, three independent parts remain, with $m=0,1,2$ and pupil amplitudes $P(1+c)/2$, $Ps/\sqrt2$ and $P(1-c)/2$. Their squares add up to $P^2$, because
\begin{equation}
\frac{(1+c)^2+(1-c)^2}{4}+\frac{s^2}{2}=\frac{1+c^2+s^2}{2}=1 .
\end{equation}
Each amplitude is $\rho^m$ times a smooth function of $\rho^2$. Integration by parts with $\rho^{m+1}J_m(x\rho)=d[\rho^{m+1}J_{m+1}(x\rho)/x]/d\rho$ gives an edge term proportional to $J_{m+1}(x)/x$. Its ring-averaged square is the same for every $m$ at leading order, so Eq.~\eqref{eq:edge} holds for the sum. Direct numerical integration of the three parts gives a one-percent radius in water only 0.3 percent below that of the edge rule.

Inside the resist the rays are less steep. The edge weight is 1.549, the average 1.205 and their ratio 1.285. The edge rule and the vector integration both give 1.86 $\mu$m. This assumes full power transmission at the interface and no absorption. If the cutoff were kept at 1.45 $\mu$m, the energy outside would be 1.87 percent in water and 1.29 percent in resist. The second figure of these high-aperture results is already uncertain. Fresnel transmission at the water--resist interface lowers the radius in resist from 1.86 to 1.75 $\mu$m, a resist index of 1.65, with full transmission as before, raises it from 1.86 to between 1.92 and 1.93 $\mu$m, and a water index of 1.437 moves the radius in water from 2.73 to 2.76 $\mu$m.

Defocus matters much less here. It changes the phase of the pupil but not its modulus at the edge. A defocus of 50 nm in water, a rough typical size, displaces the marginal ray by $50\ \mathrm{nm}\times0.9375/0.348=135$ nm, far less than $R$. For the uniform scalar pupil with this phase, numerical integration gives 1.009 percent outside the estimated radius, against 1.001 percent in focus.

A production scanner also has an extended source, so its image is a sum over several coherent kernels whose extents are not computed here. Stray light, interface reflections and resist absorption are left out as well. The value 1.45 $\mu$m therefore belongs to the uniform scalar kernel; among the effects evaluated, and with energy counted as the integral of $|E|^2$, the steepness of the rays moves it most. A cutoff for a real simulation should be set by the change in the printed pattern as $R$ is increased, since the energy fraction alone does not fix that change. With a hard cutoff the test must sample $R$ finely over at least one period $\lambda/\mathrm{NA}$. For the uniform scalar kernel, a step of one period from the estimated radius moves the clear-field amplitude only from 0.900 to 0.905, although the error is still near 0.1, while a step of half a period moves it to 1.10. The envelope $\sqrt F$ of this error falls only as $R^{-1/2}$ and reaches 0.01 near 145 $\mu$m.
